# Charge states competing for crystal sites, from dilution to saturation: a program that tests the result

```python
"""
Result under test: for charge states competing for the same sites,
    theta_q = w_q / (1 + W),   w_q = g_q exp(-G_q/kT),   W = sum_q w_q.
theta_q : fraction of sites holding the impurity in charge state q
g_q     : number of degenerate internal states (host state has one)
G_q     : formation free energy without configurational entropy, in eV
G_q = A_q + q*E_F - drive, where E_F is the Fermi level and drive is the
shift of the impurity chemical potential.
The formula is compared with sums over all microstates of a small crystal,
with a numerical free-energy minimum, and with sums lacking exclusion.
Model parameters are round numbers and describe no particular material.
"""
import itertools
import numpy as np
from scipy.constants import angstrom, centi
from scipy.optimize import brentq, minimize
from scipy.special import gammaln

kT = 0.1                                # eV
site_density = 0.02                     # 1/angstrom^3
fermi = 0.6                             # eV
charges = np.array([1, 0, -1])
names = ["+1", "0", "-1"]
A = np.array([0.4, 1.0, 1.7])           # eV
g = np.array([1, 2, 1])
main_drive = 1.0                        # eV
per_cm3 = (centi / angstrom) ** 3       # converts 1/angstrom^3 to 1/cm^3


def formation(drive, fermi_level=fermi):
    return A + charges * fermi_level - drive


def weights(G):
    return g * np.exp(-G / kT)


def formula(G):
    w = weights(G)
    return w / (1 + w.sum())


# Every internal state is listed separately; label -1 denotes the host state.
sites = 6
labels = np.array([-1] + [k for k in range(3) for _ in range(g[k])])
microstates = np.array(list(itertools.product(range(len(labels)),
                                               repeat=sites)))
site_labels = labels[microstates]
counts = np.stack([(site_labels == k).sum(axis=1) for k in range(3)], axis=1)


def enumerated(G):
    """Mean site fractions from the Boltzmann sum over all microstates."""
    exponent = -(counts @ G) / kT
    probability = np.exp(exponent - exponent.max())
    probability /= probability.sum()
    return probability @ counts / sites


# Occupations, dilute excess and charge shares over a range of conditions.
largest_difference = 0.0
for level in (0.3, 0.6, 0.9):
    shares_at_level = []
    for drive in (0.0, 0.4, 0.8, 1.0, 1.2, 1.6):
        G = formation(drive, level)
        direct = enumerated(G)
        largest_difference = max(largest_difference,
                                 np.abs(direct - formula(G)).max())
        w = weights(G)
        assert np.allclose(w / direct, 1 + w.sum(), rtol=1e-9)
        assert direct.sum() < 1
        shares_at_level.append(direct / direct.sum())
    assert np.allclose(shares_at_level, shares_at_level[0], atol=1e-10)
assert largest_difference < 1e-11
share_low = enumerated(formation(main_drive, 0.3))
share_low /= share_low.sum()
share_main = enumerated(formation(main_drive))
share_main /= share_main.sum()
assert np.abs(share_low - share_main).max() > 0.1

# Saturation: the total tends to one, each state tends to its own share.
saturated = enumerated(formation(2.5))
assert abs(saturated.sum() - 1) < 1e-6
assert np.allclose(saturated, share_main, atol=1e-6)

# Minimum of the grand potential per site, in units of kT.
G_main = formation(main_drive)


def grand_potential(theta):
    host = 1 - theta.sum()
    if theta.min() <= 0 or host <= 0:
        return np.inf
    return (theta @ G_main / kT + np.sum(theta * np.log(theta / g))
            + host * np.log(host))


minimum = minimize(grand_potential, np.array([0.2, 0.2, 0.2]),
                   method="Nelder-Mead",
                   options={"xatol": 1e-9, "fatol": 1e-14,
                            "maxiter": 5000, "maxfev": 10000})
w_main = weights(G_main)
theta_main = formula(G_main)
# The flat minimum limits the coordinates to about the root of round-off.
assert np.abs(minimum.x - theta_main).max() < 1e-6
assert abs(minimum.fun + np.log(1 + w_main.sum())) < 1e-10

# Without exclusion the placement factor is sites**n / n! for each state.
number = np.arange(250)
unrestricted = []
for w in w_main:
    log_weight = number * np.log(sites * w) - gammaln(number + 1)
    p = np.exp(log_weight - log_weight.max())
    unrestricted.append((p @ number) / p.sum())
unrestricted = np.array(unrestricted)
assert np.allclose(unrestricted, sites * w_main, rtol=1e-10)
assert unrestricted.sum() > sites

# The effective free energy locates half filling.
F = -kT * np.log(weights(formation(0.0)).sum())
half_drive = brentq(lambda d: enumerated(formation(d)).sum() - 0.5, 0.0, 2.0)
assert abs(half_drive - F) < 1e-9

# Drive at which the dilute law is one percent too high.
percent_drive = F + kT * np.log(0.01)
G_percent = formation(percent_drive)
excess = weights(G_percent).sum() / enumerated(G_percent).sum() - 1
assert abs(excess - 0.01) < 1e-9

# Response of each occupation to each formation free energy.
step = 1e-4
response = np.zeros((3, 3))
for r in range(3):
    shift = np.zeros(3)
    shift[r] = step
    response[:, r] = (enumerated(G_main + shift)
                      - enumerated(G_main - shift)) / (2 * step)
predicted = -(np.diag(theta_main) - np.outer(theta_main, theta_main)) / kT
assert np.abs(response - predicted).max() < 1e-4

# Exclusion applied to each state separately overfills the sites.
separate_main = w_main / (1 + w_main)
assert separate_main.sum() > 1

# Stabilizing the +1 state removes sites from the other two.
G_lowered = G_main + np.array([-0.1, 0.0, 0.0])
theta_lowered = enumerated(G_lowered)
assert theta_lowered[0] > theta_main[0]
assert np.all(theta_lowered[1:] < theta_main[1:])

print(f"kT = {kT:.2f} eV; Fermi level = {fermi:.2f} eV")
print(f"site density N = {site_density:.3f} 1/A^3"
      f" = {site_density * per_cm3:.2e} 1/cm^3")
for k in range(3):
    print(f"state {names[k]}: A = {A[k]:.2f} eV, g = {g[k]}")
print(f"level (+1/0) = {A[1] - A[0]:.2f} eV, "
      f"level (0/-1) = {A[2] - A[1]:.2f} eV")
print(f"effective free energy F = {F:.4f} eV")
print(f"half-filling drive, enumerated = {half_drive:.4f} eV")
print(f"drive for 1% dilute excess = {percent_drive:.4f} eV")
print(f"site fraction at that drive = {enumerated(G_percent).sum():.6f}")
print("Scan: drive (eV), then site fractions (no unit):")
print("drive  dilute W    exact total  separate total")
for drive in (0.0, 0.4, 0.8, 1.0, 1.2, 1.6):
    w = weights(formation(drive))
    print(f"{drive:.1f}  {w.sum():.4e}  "
          f"{formula(formation(drive)).sum():.6f}  "
          f"{np.sum(w / (1 + w)):.6f}")
print(f"Main case: drive = {main_drive:.2f} eV")
for k in range(3):
    print(f"state {names[k]}: G = {G_main[k]:.2f} eV, w = {w_main[k]:.4f}")
    print(f"  exact fraction = {theta_main[k]:.4f}, "
          f"share = {share_main[k]:.4f}")
    print(f"  separate fraction = {separate_main[k]:.4f}")
    c = site_density * theta_main[k]
    print(f"  c = {c:.4e} 1/A^3 = {c * per_cm3:.3e} 1/cm^3")
total = site_density * theta_main.sum()
dilute_total = site_density * w_main.sum()
print(f"host fraction = {1 - theta_main.sum():.4f}")
print(f"dilute/exact ratio 1+W = {1 + w_main.sum():.4f}")
print(f"exact total = {total:.4e} 1/A^3 = {total * per_cm3:.3e} 1/cm^3")
print(f"dilute total = {dilute_total:.4e} 1/A^3"
      f" = {dilute_total * per_cm3:.3e} 1/cm^3")
print("Lower G(+1) by 0.1 eV; exact fractions (+1, 0, -1):")
print("  " + ", ".join(f"{x:.4f}" for x in theta_lowered))
print(f"  new total fraction = {theta_lowered.sum():.4f}")
print("Shares (+1, 0, -1) at Fermi level 0.30 eV:")
print("  " + ", ".join(f"{x:.4f}" for x in share_low))
print(f"Enumeration: {sites} sites, {len(microstates)} microstates")
print(f"largest fraction difference = {largest_difference:.1e}")
print(f"minimum of phi/kT = {minimum.fun:.6f}")
print("success")
```

It prints:

```
kT = 0.10 eV; Fermi level = 0.60 eV
site density N = 0.020 1/A^3 = 2.00e+22 1/cm^3
state +1: A = 0.40 eV, g = 1
state 0: A = 1.00 eV, g = 2
state -1: A = 1.70 eV, g = 1
level (+1/0) = 0.60 eV, level (0/-1) = 0.70 eV
effective free energy F = 0.8786 eV
half-filling drive, enumerated = 0.8786 eV
drive for 1% dilute excess = 0.4181 eV
site fraction at that drive = 0.009901
Scan: drive (eV), then site fractions (no unit):
drive  dilute W    exact total  separate total
0.0  1.5290e-04  0.000153  0.000153
0.4  8.3481e-03  0.008279  0.008317
0.8  4.5579e-01  0.313089  0.379643
1.0  3.3679e+00  0.771056  1.435608
1.2  2.4885e+01  0.961368  2.548477
1.6  1.3587e+03  0.999265  2.989597
Main case: drive = 1.00 eV
state +1: G = 0.00 eV, w = 1.0000
  exact fraction = 0.2289, share = 0.2969
  separate fraction = 0.5000
  c = 4.5789e-03 1/A^3 = 4.579e+21 1/cm^3
state 0: G = 0.00 eV, w = 2.0000
  exact fraction = 0.4579, share = 0.5938
  separate fraction = 0.6667
  c = 9.1578e-03 1/A^3 = 9.158e+21 1/cm^3
state -1: G = 0.10 eV, w = 0.3679
  exact fraction = 0.0842, share = 0.1092
  separate fraction = 0.2689
  c = 1.6845e-03 1/A^3 = 1.684e+21 1/cm^3
host fraction = 0.2289
dilute/exact ratio 1+W = 4.3679
exact total = 1.5421e-02 1/A^3 = 1.542e+22 1/cm^3
dilute total = 6.7358e-02 1/A^3 = 6.736e+22 1/cm^3
Lower G(+1) by 0.1 eV; exact fractions (+1, 0, -1):
  0.4466, 0.3286, 0.0604
  new total fraction = 0.8357
Shares (+1, 0, -1) at Fermi level 0.30 eV:
  0.9087, 0.0905, 0.0008
Enumeration: 6 sites, 15625 microstates
largest fraction difference = 8.0e-14
minimum of phi/kT = -1.474278
success
```
